# How Large Is Spin-Orbit Coupling in a Kane Conduction Band?

**Question.** An electron near the s-like conduction-band minimum at $\mathbf k=0$ of a direct-gap cubic semiconductor moves in a slowly varying potential $V(\mathbf r)$. How strong is its spin-orbit coupling compared with that of a free electron in vacuum, and how does it scale with the band parameters?

**Answer.** The coupling has the vacuum form, $\lambda\,\boldsymbol\sigma\cdot(\mathbf k\times\nabla V)$. For a gap of 1.5 eV, a valence spin-orbit splitting of 0.3 eV and an interband coupling $P=10$ eV Å (defined below), $\lambda$ is about 5 Å$^2$. That is about a million times the vacuum magnitude, and the sign is opposite. The coefficient comes from the position operator: restricted to one band, position depends on spin.

## The model

At $\mathbf k=0$ the Kane model has an s-like conduction doublet $|S\rangle$ at energy zero and three p-like valence orbitals $|j\rangle$, $j=x,y,z$, each with two spin states. Valence spin-orbit coupling is $(D/3)\,\mathbf L\cdot\boldsymbol\sigma$, where $\mathbf L$ is the orbital angular momentum for $l=1$ in units of $\hbar$ and $\boldsymbol\sigma$ are the Pauli matrices. With $\mathbf J=\mathbf L+\boldsymbol\sigma/2$,

$$\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34=\begin{cases}+1,& j=3/2\\-2,& j=1/2.\end{cases}$$

The two groups are therefore separated by $D$. They lie at $-E_g$ and $-(E_g+D)$, and their projectors are

$$\Pi_{3/2}=\frac{2+\mathbf L\cdot\boldsymbol\sigma}{3},\qquad \Pi_{1/2}=\frac{1-\mathbf L\cdot\boldsymbol\sigma}{3}.$$

At finite $\mathbf k$ the bands are coupled by $\langle S|H'|j\rangle=iPk_j$, with real $P$. The free-electron term $\hbar^2k^2/2m$ is the same for all bands, so it does not change the eigenvectors. Remote bands, inversion asymmetry and the bare vacuum spin-orbit term are left out. Energies are in eV and lengths in Å, which suit this problem better than atomic units.

The potential is assumed slow on the scale of the unit cell and equal for all bands. It then acts on the eight envelope functions as $V(\mathbf r)$ times the unit matrix, with $\mathbf r=i\nabla_{\mathbf k}$.

## Position inside the conduction band

First-order perturbation theory mixes valence states into the conduction doublet. Since $\langle j|H'|S\rangle=-iPk_j$, the valence part of the doublet is

$$W(\mathbf k)=-iP\sum_j k_j\,G\,|j\rangle,\qquad G=\frac{\Pi_{3/2}}{E_g}+\frac{\Pi_{1/2}}{E_g+D}.$$

Here $W$ is a matrix with six rows, for the valence states, and two columns, for the spin of the conduction electron. Orthonormality fixes the s-like part. Choosing that part Hermitian gives $N=1-\tfrac12W^\dagger W$ to second order in $k$. Together $N$ and $W$ form a matrix $U(\mathbf k)$ with eight rows, two columns and $U^\dagger U=1$.

A state in the conduction band is $U(\mathbf k)c(\mathbf k)$, where $c$ is a two-component spinor. Projected position acts on $c$ as

$$U^\dagger\, i\nabla_{\mathbf k}(Uc)=(i\nabla_{\mathbf k}+\mathbf A)c,\qquad A_i=iU^\dagger\partial_iU,$$

with $\partial_i=\partial/\partial k_i$. The matrix $\mathbf A$ is the Berry connection. To first order in $k$, the s-like part contributes $N\partial_iN=-\tfrac12\partial_i(W^\dagger W)$ and the valence part contributes $W^\dagger\partial_iW$. Their sum gives

$$A_i=\frac i2\left[W^\dagger\partial_iW-(\partial_iW^\dagger)W\right]
=\frac{iP^2}{2}\sum_jk_j\left[\langle j|G^2|i\rangle-\langle i|G^2|j\rangle\right].$$

The projectors are orthogonal, so squaring $G$ squares its denominators:

$$G^2=a+b\,\mathbf L\cdot\boldsymbol\sigma,$$

$$a=\frac13\left[\frac2{E_g^2}+\frac1{(E_g+D)^2}\right],\qquad b=\frac13\left[\frac1{E_g^2}-\frac1{(E_g+D)^2}\right].$$

With $(L_l)_{ji}=-i\epsilon_{lji}$,

$$\langle j|G^2|i\rangle=a\,\delta_{ij}-ib\sum_l\epsilon_{lji}\sigma_l.$$

Exchanging $i$ and $j$ reverses the sign of the second term. The $a$ terms therefore cancel in $A_i$ and the $b$ terms add:

$$A_i=\frac{iP^2}{2}(-2ib)\sum_{jl}\epsilon_{lji}\sigma_lk_j=P^2b\sum_{jl}\epsilon_{ilj}\sigma_lk_j .$$

The last sum is a component of $\boldsymbol\sigma\times\mathbf k$. Hence

$$\boxed{\mathbf r\to i\nabla_{\mathbf k}+\lambda\,\boldsymbol\sigma\times\mathbf k,\qquad
\lambda=\frac{P^2}{3}\left[\frac1{E_g^2}-\frac1{(E_g+D)^2}\right]}$$

to first order in $k$.

The connection depends on the choice of spin frame at each $\mathbf k$. The Berry curvature

$$F_{xy}=\partial_xA_y-\partial_yA_x-i[A_x,A_y]$$

changes under a change of frame only by a rotation of the spin matrices. From $A_x=\lambda(\sigma_yk_z-\sigma_zk_y)$ and $A_y=\lambda(\sigma_zk_x-\sigma_xk_z)$ one finds $F_{xy}=2\lambda\sigma_z$ at $\mathbf k=0$, because the commutator is of order $k^2$. The projected coordinates obey $[x,y]=iF_{xy}$, so $2\lambda$ is an area that measures how far they fail to commute.

## From position to spin-orbit energy

Inserting the projected position into $V$ and expanding to first order gives $\nabla V\cdot\mathbf A=\lambda\,\nabla V\cdot(\boldsymbol\sigma\times\mathbf k)$. A cyclic exchange in the triple product turns this into

$$H_{\rm so}=\lambda\,\boldsymbol\sigma\cdot(\mathbf k\times\nabla V).$$

Scattering between plane waves gives the same term and shows what accompanies it. The potential takes $\mathbf k$ to $\mathbf k'$ with amplitude $V_{\mathbf k'-\mathbf k}\,U^\dagger(\mathbf k')U(\mathbf k)$. The valence parts contribute

$$W^\dagger(\mathbf k')W(\mathbf k)=P^2a\,\mathbf k'\cdot\mathbf k+i\lambda\,\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k').$$

The s-like parts contribute $1-\tfrac12P^2a(k'^2+k^2)$. Thus, to second order in the wave vectors,

$$U^\dagger(\mathbf k')U(\mathbf k)=1-\tfrac12P^2a|\mathbf k'-\mathbf k|^2+i\lambda\,\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k').$$

The middle term is a spin-independent correction, $+\tfrac12P^2a\nabla^2V$ in real space. The last is the matrix element of $H_{\rm so}$: the gradient supplies $i(\mathbf k'-\mathbf k)$, and $\mathbf k\times\mathbf k=0$.

The band itself stays spin-degenerate in this model. Real zinc-blende crystals lack an inversion centre and split the band at order $k^3$ even without $V$; that term is outside the model and is not described by $\lambda$. Its energy shift from the valence bands is $P^2\sum_{ij}k_ik_j\langle i|G|j\rangle$, in which the antisymmetric spin term drops out. What remains gives the band mass:

$$\frac m{m^*}=1+\frac{E_P}{3}\left[\frac2{E_g}+\frac1{E_g+D}\right],\qquad E_P=\frac{2mP^2}{\hbar^2}.$$

The two valence groups add in the mass and subtract in $\lambda$.

## The vacuum value

The same calculation applies to the Dirac equation. The positive-energy doublet at $mc^2$ is coupled to the negative-energy doublet at $-mc^2$ by $\hbar c\,\boldsymbol\sigma\cdot\mathbf k$. The admixture is the coupling divided by the energy difference:

$$W=\frac{\hbar c\,\boldsymbol\sigma\cdot\mathbf k}{2mc^2}=\frac{\hbar}{2mc}\,\boldsymbol\sigma\cdot\mathbf k.$$

The general expression for $A_i$ now gives

$$A_i=\frac i2\frac{\hbar^2}{4m^2c^2}\sum_jk_j[\sigma_j,\sigma_i]
=-\frac{\hbar^2}{4m^2c^2}\sum_{jl}\epsilon_{jil}k_j\sigma_l,$$

where $[\sigma_j,\sigma_i]=2i\sum_l\epsilon_{jil}\sigma_l$ was used. Since $\epsilon_{jil}=\epsilon_{ilj}$, this is $\lambda_{\rm vac}\,\boldsymbol\sigma\times\mathbf k$ with

$$\lambda_{\rm vac}=-\frac{\hbar^2}{4m^2c^2}.$$

The sign has a counterpart in the semiconductor. In the valence space $\langle j|\Pi_{1/2}|i\rangle=\sigma_j\sigma_i/3$, the same spin structure as in the Dirac problem. The $j=1/2$ group alone thus gives $-P^2/[3(E_g+D)^2]$. Replacing $P^2/3$ by $\hbar^2c^2$ and $E_g+D$ by $2mc^2$ turns this into $\lambda_{\rm vac}$. The $j=3/2$ group contributes with the opposite sign and, being closer in energy, wins.

## Why a million?

Substituting $P^2=\hbar^2E_P/2m$ and dividing by $|\lambda_{\rm vac}|$ gives

$$\left|\frac{\lambda}{\lambda_{\rm vac}}\right|=\frac23\,E_P\,mc^2\left[\frac1{E_g^2}-\frac1{(E_g+D)^2}\right].$$

Take the round values $E_g=1.5$ eV, $D=0.3$ eV and $P=10$ eV Å. With $\hbar^2/2m=3.81$ eV Å$^2$,

$$E_P=\frac{100}{3.81}\ \text{eV}=26.2\ \text{eV}.$$

The bracket is $1/2.25-1/3.24=0.1358$ eV$^{-2}$, and $mc^2=5.11\times10^5$ eV. The ratio is therefore

$$\frac23(26.2)(5.11\times10^5)(0.1358)\approx1.2\times10^6.$$

The same ratio can be written as $(2mc^2/E_g)^2\times P^2/(3\hbar^2c^2)\times[1-E_g^2/(E_g+D)^2]$. The first factor, about $4.6\times10^{11}$, is the gain from an eV-sized gap in place of $2mc^2$. The second, about $8.6\times10^{-6}$ with $\hbar c=1973$ eV Å, is the loss from the much weaker coupling between bands. The third, about 0.31, is the partial cancellation between the valence groups. Their product is again $1.2\times10^6$.

In absolute terms, the two shares of $\lambda$ are

$$\frac{100}{3(1.5)^2}=14.8\ \text{Å}^2,\qquad -\frac{100}{3(1.8)^2}=-10.3\ \text{Å}^2,$$

and their sum is $\lambda=4.53$ Å$^2$, or 16.2 bohr$^2$. In vacuum, $\hbar c=1973$ eV Å gives

$$\lambda_{\rm vac}=-\frac14\left(\frac{1973}{5.11\times10^5}\right)^2\text{Å}^2=-3.73\times10^{-6}\ \text{Å}^2.$$

## How it scales

For $D\ll E_g$, expansion of the second denominator gives

$$\lambda\simeq\frac{2P^2D}{3E_g^3}\left(1-\frac{3D}{2E_g}\right).$$

At fixed $P$ the leading coupling is linear in the valence splitting and falls as the cube of the gap. It vanishes at $D=0$, where the two groups cancel. For the present parameters the leading term alone gives 5.93 Å$^2$, which is 31% above the full formula. It is good for an estimate, but $D/E_g=0.2$ is not very small.

For $D\gg E_g$ the $j=1/2$ group drops out and $\lambda\to P^2/(3E_g^2)$. The dependence on $D$ saturates, here at 14.8 Å$^2$, and the gap enters as an inverse square.

## What the number means for an electron

At $k=0.01$ Å$^{-1}$, with spin perpendicular to $\mathbf k$, the centre of a wave packet lies about $\lambda k=0.045$ Å from the centre of its s-like part. This shift is perpendicular to both $\mathbf k$ and the spin, and it reverses with the spin. The shift is small even on the scale of an atom, yet a potential gradient turns it into an energy. For $|\nabla V|=1$ meV/Å perpendicular to $\mathbf k$, the two spin states differ locally by

$$2\lambda k|\nabla V|=2(4.53)(0.01)(1)\ \text{meV}=0.091\ \text{meV}.$$

For comparison, the mass formula gives $m^*=0.057\,m$ and hence a kinetic energy of $3.81(0.01)^2/0.057$ eV, or about 7 meV. The comparison only sets a scale. This gradient, a field of 100 kV/cm, changes $V$ by 0.1 eV over $1/k=100$ Å, far more than 7 meV. Only the component of $\mathbf k$ perpendicular to the gradient can be held at 0.01 Å$^{-1}$. Along the gradient the envelope varies over $(\hbar^2/2m^*|\nabla V|)^{1/3}\approx41$ Å, which corresponds to wave numbers of order 0.025 Å$^{-1}$.

This local difference must not be taken for the splitting of a bound level. In a bound state of $H_0=\hbar^2k^2/2m^*+V$, the mean of $[\mathbf k,H_0]=-i\nabla V$ vanishes. For a layer with potential $V(z)$ and in-plane wave number $k_x$, the coupling is $-\lambda k_x\sigma_yV'(z)$, so its first-order mean is zero however asymmetric $V(z)$ may be. At a junction of two materials the band edges generally shift by different amounts. The assumption of one $V$ for all bands then fails, and this result cannot be used there unchanged.

## A level splitting that survives

In a weak square superlattice the orbital motion can circulate, and the coupling acts in first order. Let

$$V=4V_G\cos(qx)\cos(qy),\qquad k_z=0.$$

This potential joins neighbours among the four waves $\mathbf k_n=q(\cos\frac{n\pi}{2},\sin\frac{n\pi}{2})$, which have equal energy without it. For spin up, $\mathbf k_n\times\mathbf k_{n+1}=q^2\hat{\mathbf z}$, so the amplitudes for $n\to n\pm1$ are $V_G(\eta\pm i\lambda q^2)$, where $\eta=1-P^2aq^2$ is spin-independent. A state with amplitudes $e^{imn\pi/2}/2$ has the energy shift

$$\begin{aligned}
\Delta E_m&=V_G\left[(\eta+i\lambda q^2)e^{-im\pi/2}+(\eta-i\lambda q^2)e^{im\pi/2}\right]\\
&=2V_G\left[\eta\cos\frac{m\pi}2+\lambda q^2\sin\frac{m\pi}2\right].
\end{aligned}$$

The two senses of circulation, $m=\pm1$, are therefore split by

$$E_{+1}-E_{-1}=4\lambda q^2V_G.$$

For spin down the sign is reversed.

With $q=0.005$ Å$^{-1}$ and $V_G=5\times10^{-6}$ eV, the formula gives $2.263\times10^{-9}$ eV. Diagonalizing the Kane Hamiltonian with this potential in a basis of twelve plane waves gives $2.255\times10^{-9}$ eV, lower by 0.4% of the formula value. The formula leaves out higher orders in both $q$ and $V_G$; their separate shares in this difference were not determined. The splitting is tiny because the potential was chosen weak enough for first-order theory and slow enough that $\lambda q^2\approx1.1\times10^{-4}$.

## Where the estimate stops

The valence admixture is controlled by $Pk/E_g$, which must be small. To see the effect of finite $k$, the eight-band matrix can be diagonalized at neighbouring wave vectors to form the projector $\mathcal P=UU^\dagger$ on the conduction doublet. Its derivatives, taken by central differences, give the curvature through

$$F_{xy}=iU^\dagger[\partial_x\mathcal P,\partial_y\mathcal P]U.$$

This follows from $U^\dagger\partial_i\mathcal P=(\partial_iU^\dagger)(1-\mathcal P)$, which removes the motion inside the doublet just as the commutator in the definition of $F_{xy}$ does.

For $\mathbf k$ along $z$, the positive eigenvalue of $F_{xy}$, relative to its value $2\lambda$ at $\mathbf k=0$, is 0.985 at 0.01 Å$^{-1}$, 0.88 at 0.03 Å$^{-1}$ and 0.72 at 0.05 Å$^{-1}$. At the last point $Pk/E_g=0.33$, and the band-edge value is already a rough guide. The fall depends on direction: for $\mathbf k$ in the $xy$ plane it is faster, to 0.97, 0.77 and 0.51 at the same wave numbers.

The potential must also be gentle. The energy $P|\nabla V|/E_g$, which sets the scale of its coupling between bands, must be small compared with the gap. For the gradient used above it is about 0.007 eV against 1.5 eV. Remote bands would change the coefficient itself, so "about 5 Å$^2$" is a more suitable statement for a semiconductor with such parameters than a value with several decimals.
